# Second-Sound Speed and Flux Relaxation Time from a Reversing Thermal Grating

## Problem

Two crossed laser pulses heat a crystal in a pattern of parallel stripes with period $L=10$ µm. At $t=0$ the temperature is

$$T(x,0)=T_0+A\cos qx,\qquad q=\frac{2\pi}{L},$$

with $A\ll T_0$, and the heat flux is zero everywhere. The relative contrast $a(t)$ is the amplitude of the depth-integrated heat pattern divided by its initial value, so $a(0)=1$. It falls, changes sign, and reaches its first minimum, $a=-0.20$, at $t_m=2.0$ ns. Negative contrast means that the stripes heated first are now the colder ones.

Let $C$ be the heat capacity per volume and $j$ the heat flux along $x$. Assume

$$C\,\partial_tT=-\partial_xj,\qquad \partial_tj+\frac{j}{\tau}=-Cc^2\,\partial_xT, \tag{1}$$

where $c$ is the speed of second sound and $\tau$ the relaxation time of the flux.

1. Find $a(t)$, and state when the contrast can reverse.
2. Express $c$ and $\tau$ through $L$, $t_m$ and the depth $m=-a(t_m)$. Evaluate them, and find the effect of reading errors of 0.05 ns in $t_m$ and 0.01 in $m$.
3. Predict the first zero and the next maximum. What changes if the grating is released from steady heating instead of with zero flux?
4. Collisions between phonons that conserve their total crystal momentum (normal collisions) also damp the grating, through viscosity. For a phonon gas moving in a plane with a single speed $v$ and normal-collision time $\tau_N=50$ ps, find the resistive time $\tau_R$, which belongs to collisions that destroy that momentum.
5. Does the minimum by itself prove second sound?
6. Estimate the influence of pump duration and of heat flow into the depth.

## Solution

### 1. Motion of the contrast

Write $T=T_0+A\,a(t)\cos qx$ and $j=J(t)\sin qx$. Conservation of energy gives $CAa'=-qJ$, hence $J=-CAa'/q$. Since $\partial_xT=-qAa\sin qx$, the flux law gives

$$J'+\frac{J}{\tau}=Cc^2qA\,a .$$

Inserting $J$ and multiplying by $-q/(CA)$,

$$a''+\frac{a'}{\tau}+W^2a=0,\qquad W=cq. \tag{2}$$

Zero initial flux means $a'(0)=0$. This is a damped oscillator released at rest: the flux supplies the inertia that carries heat past the uniform state.

To remove the damping term, set $a=e^{-t/2\tau}b$. Then $b''+\omega^2b=0$ with

$$\omega^2=W^2-\frac{1}{4\tau^2}.$$

The initial conditions become $b(0)=1$ and $b'(0)=1/(2\tau)$. For $2W\tau>1$, $\omega$ is real and

$$a(t)=e^{-t/2\tau}\left[\cos\omega t+\frac{\sin\omega t}{2\omega\tau}\right]. \tag{3}$$

On differentiating, the two cosine terms cancel. The sine terms add to

$$a'(t)=-\left(\omega+\frac{1}{4\omega\tau^2}\right)e^{-t/2\tau}\sin\omega t=-\frac{W^2}{\omega}e^{-t/2\tau}\sin\omega t. \tag{4}$$

For $2W\tau<1$, replace $\omega$ by $i\kappa$ with $\kappa^2=1/(4\tau^2)-W^2$. Then $\sin(\omega t)/\omega$ becomes $\sinh(\kappa t)/\kappa$, so $a'<0$ for all $t>0$. At $2W\tau=1$ the factor is $t$, with the same sign. Because $\kappa<1/(2\tau)$, $a$ tends to zero; a function that falls steadily towards zero stays positive. Within (1) and with zero initial flux, reversal therefore requires $2cq\tau>1$.

### 2. Inversion of the first minimum

By (4), the first stationary point after release is at $\omega t_m=\pi$. There (3) gives $a=-e^{-t_m/2\tau}$. With $\Lambda=\ln(1/m)$,

$$\boxed{\tau=\frac{t_m}{2\Lambda}}$$

Since $1/(2\tau)=\Lambda/t_m$ and $\omega=\pi/t_m$,

$$c^2q^2=\omega^2+\frac{1}{4\tau^2}=\frac{\pi^2+\Lambda^2}{t_m^2},
\qquad
\boxed{c=\frac{L\sqrt{\pi^2+\Lambda^2}}{2\pi t_m}}$$

Each pair $(t_m,m)$ with $0<m<1$ thus gives one pair $(c,\tau)$. Here $\Lambda=\ln5=1.609$, and 1 µm/ns equals 1 km/s, so

$$\tau=\frac{2}{2(1.609)}=0.621\ \text{ns},\qquad
c=\frac{10\sqrt{9.870+2.590}}{4\pi}=2.81\ \text{km/s}.$$

The reversal condition holds: $2cq\tau=2.19$. Treating $t_m$ as half an undamped period would give $L/(2t_m)=2.50$ km/s, which is too low because damping slows the oscillation. The envelope in (3) decays with time $2\tau=1.24$ ns, whereas the flux relaxes with $\tau$.

As a test, equations (1) were integrated on a spatial grid with these values of $c$, $\tau$ and $L$. The minimum came at 2.0003 ns with contrast $-0.19996$.

For small reading errors, $\delta\Lambda=-\delta m/m$. Taking logarithms of the boxed results and differentiating,

$$\frac{\delta\tau}{\tau}=\frac{\delta t_m}{t_m}+\frac{1}{\Lambda}\frac{\delta m}{m},\qquad
\frac{\delta c}{c}=-\frac{\delta t_m}{t_m}-\frac{\Lambda}{\pi^2+\Lambda^2}\frac{\delta m}{m}.$$

An error of 0.05 ns changes each result by 2.5% in magnitude. An error of 0.01 in $m$, which is 5% of $m$, changes $\tau$ by 3.1% and $c$ by 0.65%. The speed is thus mainly a reading of time, while the relaxation time depends on both readings.

### 3. Later signal and the initial flux

Setting (3) to zero gives $\tan\omega t=-2\omega\tau$. Its first positive solution is

$$t_0=\frac{\pi-\arctan(2\omega\tau)}{\omega}=t_m\left[1-\frac{\arctan(2\omega\tau)}{\pi}\right]=1.30\ \text{ns}.$$

The next maximum is at $\omega t=2\pi$, that is, at $2t_m=4.0$ ns. Its height is $e^{-2t_m/2\tau}=m^2=0.040$. These two features test the model against the same record without a new parameter.

Now let the heating be steady until $t=0$ and then stop. In the steady state $\partial_tj=0$, so $j=-\tau Cc^2\partial_xT$ and $J(0)=\tau Cc^2qA$. Therefore the new contrast $a_s$ starts with

$$a_s(0)=1,\qquad a_s'(0)=-\frac{qJ(0)}{CA}=-W^2\tau .$$

Equation (2) then gives $a_s''(0)=-a_s'(0)/\tau-W^2=0$. The function $g=-a_s'/(W^2\tau)$ obeys (2) with $g(0)=1$ and $g'(0)=0$, so it equals the zero-flux response $a$. Hence $a_s'=-W^2\tau\,a$, and the first minimum of $a_s$ lies at $t_0$.

To find its depth, try $a_s=a+\tau a'$. This combination obeys (2) and has $a_s(0)=1$; its initial slope is $a'(0)+\tau a''(0)=-W^2\tau$, as required. At $t_0$, $a=0$ and $\sin\omega t_0=\omega/W$, so (4) gives

$$a_s(t_0)=\tau a'(t_0)=-W\tau e^{-t_0/2\tau}=-0.385 .$$

With the material unchanged, the minimum is earlier and deeper. Applying the boxed formulas to it would give 4.0 km/s and 0.68 ns. The speed would be wrong by more than 40%, so the zero-flux condition is essential to the inference.

### 4. From flux relaxation to resistive time

Let $f(x,\theta,t)$ be the deviation of the phonon energy density moving at angle $\theta$ to $x$. Expand it as $f=h_0+h_1\cos\theta+h_2\cos2\theta+\dots$. Normal collisions preserve $h_0$ (energy) and $h_1$ (momentum); resistive collisions preserve $h_0$ alone. Streaming contributes $v\cos\theta\,\partial_xf$. Using $\cos^2\theta=(1+\cos2\theta)/2$ and $\cos\theta\cos2\theta=(\cos\theta+\cos3\theta)/2$,

$$\begin{aligned}
\partial_th_0+\frac v2\partial_xh_1&=0,\\
\partial_th_1+v\partial_xh_0+\frac v2\partial_xh_2&=-\frac{h_1}{\tau_R},\\
\partial_th_2+\frac v2\partial_x(h_1+h_3)&=-\left(\frac1{\tau_N}+\frac1{\tau_R}\right)h_2.
\end{aligned}$$

When $\tau_N$ is short compared with $\tau_R$ and $1/W$, the leading balance in the last line is $h_2=-(v\tau_N/2)\partial_xh_1$; $h_3$ is of higher order. For one Fourier component, $\partial_x^2\to-q^2$, and the second line becomes

$$\partial_th_1+v\partial_xh_0=-\left(\frac1{\tau_R}+\frac{v^2q^2\tau_N}{4}\right)h_1.$$

Combining this with the first line reproduces (2), with $c^2=v^2/2$ and

$$\frac1\tau=\frac1{\tau_R}+\frac{c^2q^2\tau_N}{2}.$$

The measured $\tau$ is therefore a lower bound on $\tau_R$ at this order. For $\tau_N=50$ ps the viscous rate is $(1.765)^2(0.050)/2=0.078$ ns$^{-1}$, so

$$\tau_R=\frac{1}{1.609-0.078}=0.65\ \text{ns}.$$

Identifying 0.62 ns directly with the resistive time thus leaves out a correction of about 5% here. The full angular equation was also solved with $\tau_R=0.621$ ns. The extra damping rate read from its first minimum agrees with the formula to better than 0.1% for $\tau_N=5$ ps, 0.2% for 20 ps and 1% for 50 ps.

### 5. A collisionless alternative

Suppose phonons fly freely in three dimensions with speed $v$. Those moving at direction cosine $\mu$ contribute $\cos(qvt\mu)$, and the average over directions is

$$a(t)=\frac12\int_{-1}^{1}\cos(qvt\mu)\,d\mu=\frac{\sin(qvt)}{qvt}.$$

Its first minimum is $-0.217$, close to the observed $-0.20$, and it falls at 2 ns if $v=3.58$ km/s. Here the stripes reverse because phonons cross over, without collective motion. One minimum therefore does not prove second sound. The next maximum separates these two models: free flight gives 0.128 at 3.44 ns, while (3) gives 0.040 at 4.0 ns. A closer rival is a gas moving in a plane with resistive collisions only. With $v=3.32$ km/s and $\tau_R=1.75$ ns it has the same first minimum, and its next maximum is 0.070 at 3.63 ns. Its first zero comes only about 0.06 ns later than that of (3). Excluding it takes a record accurate enough to resolve these smaller differences.

Ordinary diffusion, by contrast, cannot reverse the grating. Dropping $\partial_tj$ from (1) leaves diffusivity $D=c^2\tau=49$ cm²/s and $a=e^{-Dq^2t}$, which is still $+0.021$ at 2 ns.

### 6. Pump duration, depth and the real case

The numbers are set in the regime of laser-grating measurements on graphite near 100 K, where second sound has been seen with speeds of a few km/s. The contrast and time are chosen data, not a measurement. The normal-collision time and the values below are rough typical inputs. Graphite matters to the model because its layers favour in-plane phonon motion, yet heat still leaks across them. Its real phonons have many speeds and relaxation times, which the single-speed model omits; that error is not estimated here.

With $c$ and $\tau$ held at the values of part 2, a Gaussian pump pulse of 60 ps full width at half maximum changes the inferred values from 2.809 km/s and 0.621 ns to 2.805 km/s and 0.625 ns. Time is counted from the pulse centre and contrast is relative to its peak. This effect is below 1%.

For cross-plane diffusivity $D_z=0.5$ cm²/s $=0.05$ µm²/ns, heat spreads in 2 ns over $\sqrt{D_zt_m}=316$ nm. This adds $D_z\partial_z^2T$ to the energy balance. Its integral over depth vanishes if no heat crosses the surfaces, so the depth-integrated contrast still obeys (2). A real reading may weight depth unequally. With heat deposited at the surface and an illustrative weight $e^{-qz}$, the minimum becomes $-0.174$ at 1.96 ns. The formulas would then return 2.92 km/s and 0.56 ns, about 4% too high and 10% too low.

Reading surface temperature is far worse. For uniform heating with initial profile $e^{-z/\delta}$, diffusion below an insulated surface leaves the fraction

$$\int_0^\infty\frac{e^{-z/\delta}e^{-z^2/4D_zt}}{\sqrt{\pi D_zt}}\,dz\simeq\frac{\delta}{\sqrt{\pi D_zt}}\qquad(\delta\ll\sqrt{D_zt}).$$

For $\delta=30$ nm this is 0.053 at 2 ns. The assumed $D_z$ implies a free path across the layers of about $3D_z/v_z=100$ nm for a phonon speed $v_z=1.5$ km/s, more than the heated depth. Diffusion therefore fails at early times, and the estimate at 2 ns relies on the heat having spread well beyond the free path; phonons with much longer free paths could change it. Such a signal must be corrected for depth before the boxed formulas are used.

## Calculated quantities

```
grating period: 10 um
time of first minimum: 2 ns
contrast at first minimum: -0.2
grating wavenumber q: 0.6283 1/um
Lam = ln(1/m): 1.609
damped angular frequency omega: 1.571 rad/ns
undamped angular frequency c q: 1.765 rad/ns
RESULT second-sound speed: 2.809 km/s
RESULT flux relaxation time: 0.6213 ns
envelope decay time 2 tau: 1.243 ns
speed if damping is ignored: 2.5 km/s
2 c q tau (must exceed 1): 2.193
grid simulation: time of minimum: 2.0003 ns
grid simulation: contrast at minimum: -0.19996
next maximum: time: 4.001 ns
next maximum: contrast: 0.03998
first zero of contrast: 1.302 ns
assumed time reading error: 0.05 ns
assumed contrast reading error: 0.01
tau error, also c error, from time: 2.5 %
tau error from contrast: 3.11 %
c error from contrast: 0.646 %
steady-heated release: time of minimum: 1.302 ns
steady-heated release: contrast there: -0.3847
steady-heated release: wrongly inferred c: 4.015 km/s
steady-heated release: wrongly inferred tau: 0.6813 ns
normal-collision time (rough input): 50 ps
viscous damping rate: 0.0779 1/ns
total flux relaxation rate: 1.609 1/ns
resistive time corrected for viscosity: 0.653 ns
kinetic/predicted extra rate, tau_N 5 ps: 0.9997
kinetic/predicted extra rate, tau_N 20 ps: 0.9983
collisionless 3D gas: first minimum: -0.2172
collisionless 3D gas: speed for same time: 3.576 km/s
collisionless 3D gas: next maximum: 0.1284
collisionless 3D gas: time of next maximum: 3.438 ns
pump duration FWHM (rough input): 60 ps
with pump duration: inferred c: 2.805 km/s
with pump duration: inferred tau: 0.6254 ns
cross-plane diffusivity (rough input): 0.5 cm2/s
cross-plane spreading length at 2 ns: 316 nm
depth-weighted reading: time of minimum: 1.96 ns
depth-weighted reading: contrast there: -0.174
depth-weighted reading: inferred c: 2.92 km/s
depth-weighted reading: inferred tau: 0.56 ns
absorption depth (rough input): 30 nm
surface temperature left at 2 ns: 0.053 of initial
in-plane diffusivity c^2 tau: 49 cm2/s
Fourier contrast at 2 ns: 0.0208
```
